# Nonlinear Robin truncation of a semi-infinite Poisson–Boltzmann space charge

A continuum model of the space charge under a charged crystal surface has to stop at some depth $L$. The simple choice $\phi(L)=0$ distorts the tail near the cut at any depth. On a shallow mesh, at weak or moderate charging, it also shifts the surface potential noticeably. If the crystal beyond $L$ is uniform and in equilibrium, the first integral of the Poisson–Boltzmann equation gives the missing tail as a relation between field and potential at the cut. The mesh then need only contain the fixed charge. This note derives that condition, shows how to discretize it, and compares the two boundaries at equal depth.

## The model and the boundary condition

The crystal occupies $x>0$ and has constant permittivity $\varepsilon$. There is no field outside, and the surface carries a sheet charge $\sigma$ (charge per area), so Gauss's law gives $-\varepsilon\phi'(0)=\sigma$. A further fixed charge density $q(x)$ may be present, but it must vanish for $x>L$. The mobile defects respond in mean field with a density $\rho(\phi)$, a strictly decreasing function with $\rho(0)=0$. The potential is measured from the deep bulk, and

$$\varepsilon\phi''+\rho(\phi)+q(x)=0,\qquad \phi,\phi'\to0\ \text{ as }x\to\infty .$$

Define

$$W(\phi)=-\int_0^{\phi}\rho(s)\,ds .$$

Since $\rho$ has the opposite sign to $\phi$, $W$ is positive except at $\phi=0$. Beyond $L$, where $q=0$, multiply the equation by $\phi'$. Because $W'=-\rho$,

$$\varepsilon\phi'\phi''+\rho\,\phi'=\frac{d}{dx}\left[\frac{\varepsilon}{2}\phi'^2-W(\phi)\right]=0 .$$

The bracket is constant and vanishes at infinity, so $\varepsilon\phi'^2/2=W(\phi)$. The slope therefore cannot vanish while $\phi\neq0$, and a potential that moved away from zero could never return. Decay selects

$$\phi'(L)=-g(\phi(L)),\qquad g(\phi)=\operatorname{sgn}(\phi)\sqrt{2W(\phi)/\varepsilon}. \tag{1}$$

This is a Robin condition, since it links slope and value, and it is nonlinear. Differentiating $\varepsilon g^2/2=W$ gives

$$g'(\phi)=-\frac{\rho(\phi)}{\varepsilon g(\phi)}>0 .$$

**Why the truncation is exact in the continuum.** The semi-infinite solution satisfies (1), so its restriction to $0<x<L$ solves the finite problem. It remains to exclude a second solution. Let $d=\phi_1-\phi_2$ be the difference of two solutions, and let $\Delta\rho$ and $\Delta g$ be the corresponding differences. Then $\varepsilon d''=-\Delta\rho$, $d'(0)=0$ and $d'(L)=-\Delta g$. Multiplying by $d$ and integrating by parts,

$$\varepsilon\int_0^L d'^2dx+\varepsilon\,d(L)\,\Delta g+\int_0^L(-\Delta\rho)\,d\,dx=0 .$$

No term can be negative, because $g$ increases and $\rho$ decreases. All three vanish, and hence $d=0$. The argument sets no minimum depth apart from the requirement that $q=0$ beyond $L$.

The finite region is not neutral. The tail holds a charge $-\varepsilon g(\phi(L))$ per area, so a code must not impose neutrality on the mesh. The same care applies to the functional

$$J=\int_0^L\left(\frac{\varepsilon}{2}\phi'^2+W-q\phi\right)dx-\sigma\phi(0)+\varepsilon\int_0^{\phi(L)}g\,d\phi ,$$

whose stationarity gives the differential equation and both boundary conditions. Its last term is the tail's contribution: there $W=\varepsilon\phi'^2/2$, so the tail integral is $\int\varepsilon\phi'^2dx=\varepsilon\int_0^{\phi(L)}g\,d\phi$.

## The charge law for vacancies

Let $m$ and $p$ be the bulk densities of defects with relative charges $-e$ and $+e$. If $m>p$, frozen impurities of charge $+e$ and density $m-p$ keep the bulk neutral. With $u=e\phi/kT$, Boltzmann statistics give

$$\rho=e\left[(m-p)+pe^{-u}-me^{u}\right]=e\left[p(e^{-u}-1)-m(e^{u}-1)\right].$$

Using $d\phi=(kT/e)\,du$ and integrating term by term,

$$W=kT\left[p(e^{-u}-1+u)+m(e^u-1-u)\right].$$

For small $u$ this is $kT(p+m)u^2/2$, so $g\approx\phi/\lambda$ with

$$\lambda^2=\frac{\varepsilon kT}{e^2(p+m)} .$$

Direct evaluation of $W$ near zero subtracts nearly equal numbers. Put $c(u)=(e^u-1-u)/u^2$ and use

$$g=u\sqrt{\frac{2kT}{\varepsilon}\left[p\,c(-u)+m\,c(u)\right]} . \tag{2}$$

The factor $u$ supplies the sign. For $|u|<0.01$, evaluate $c$ from $1/2+u/6+u^2/24+u^3/120+u^4/720$.

In the symmetric case $p=m=n$, $W=2nkT(\cosh u-1)=4nkT\sinh^2(u/2)$. With $\lambda^2=\varepsilon kT/(2ne^2)$,

$$g=\frac{2kT}{e\lambda}\sinh\frac u2 .$$

With a surface sheet alone, $\varepsilon g(\phi_0)=\sigma$, where $\phi_0=\phi(0)$. Hence

$$u_0=2\,\mathrm{arsinh}\frac{\sigma}{\sqrt{8\varepsilon nkT}} .$$

The profile follows from $\lambda u'=-2\sinh(u/2)$. Since $\int du/[2\sinh(u/2)]=\ln\tanh(u/4)$,

$$u_\infty(x)=4\,\mathrm{artanh}\left(\gamma e^{-x/\lambda}\right),\qquad \gamma=\tanh(u_0/4). \tag{3}$$

The subscript $\infty$ marks the semi-infinite solution.

## Scheme and pseudocode

Place nodes at $x_i=ih$, $i=0,\dots,N$, with $Nh=L$. Integrate the differential equation over a full cell around each interior node and over half cells at the ends:

$$R_0=\frac{\varepsilon(\phi_1-\phi_0)}h+\frac h2(\rho_0+q_0)+\sigma,$$

$$R_i=\frac{\varepsilon(\phi_{i+1}-2\phi_i+\phi_{i-1})}h+h(\rho_i+q_i),$$

$$R_N=-\frac{\varepsilon(\phi_N-\phi_{N-1})}h-\varepsilon g(\phi_N)+\frac h2(\rho_N+q_N).$$

In these three lines $\phi_i$ denotes a nodal value. The term $-\varepsilon g$ is $\varepsilon\phi'(L)$ from (1).

```
phi = 0 at all nodes
repeat
    compute rho, drho/dphi, g(phi_N)
    dg = 1/lambda if |u_N| is tiny,
         else -rho_N/(eps*g)
    assemble R and its tridiagonal Jacobian
    include -eps*dg in the last diagonal
    solve Jacobian * step = -R
    phi = phi + step
until max|step| < 1e-10 kT/e
```

**Cost.** Each Newton step takes $O(N)$ operations. The boundary adds one evaluation of $g$ and keeps the matrix tridiagonal.

**Stability.** The negative Jacobian has positive diagonal entries, non-positive off-diagonal entries and strict diagonal dominance. It is therefore invertible at every iterate, with a non-negative inverse. For the symmetric law with $\sigma,q\ge0$, both $-\rho$ and $g$ are convex for $\phi\ge0$. Newton's method started from zero then overshoots once and descends monotonically to the discrete solution. The first iterate is the linear-response potential, which can overflow the exponential at very large charge; a cap on the step cures that. Well before overflow the descent is slow: the number of iterations is roughly the dimensionless surface slope $e\sigma\lambda/(\varepsilon kT)$, about 10 for a slope of 7.6 and about 100 for a slope of 100. In depletion ($\phi<0$ with $m>p$) the convexity argument no longer covers all potentials, and a line search is prudent.

## Error of the zero-potential boundary

**Fixed surface charge.** Take a surface sheet with $\sigma>0$. Under $\phi(L)=0$ the first integral keeps a constant. With $E_L=|\phi'(L)|$,

$$\frac\varepsilon2\phi'^2-W(\phi)=\frac\varepsilon2E_L^2 .$$

At the surface $\phi'^2=\sigma^2/\varepsilon^2$ for both the truncated and the semi-infinite problem. Subtracting their first integrals gives $W(\phi_0+\delta\phi_0)-W(\phi_0)=-\varepsilon E_L^2/2$. To leading order, with $W'(\phi_0)=|\rho(\phi_0)|$,

$$\delta\phi_0=-\frac{\varepsilon E_L^2}{2|\rho(\phi_0)|}.$$

Let $u_\infty(L)$ be small, so that the equation near the cut is linear, and let $e^{-2L/\lambda}$ be small, so that the wave sent back from the cut barely changes the decaying one. The decaying wave of amplitude $\phi_\infty(L)$ must be cancelled by a growing one,

$$\phi\approx\phi_\infty(L)\left[e^{-(x-L)/\lambda}-e^{(x-L)/\lambda}\right],$$

so $E_L\approx2\phi_\infty(L)/\lambda$, twice the true field. Hence

$$\delta\phi_0\approx-\frac{2\varepsilon\,\phi_\infty(L)^2}{\lambda^2|\rho(\phi_0)|}. \tag{4}$$

In the symmetric case $|\rho(\phi_0)|=2en\sinh u_0$, and (3) gives $u_\infty(L)\approx4\gamma e^{-L/\lambda}$. Then

$$\delta u_0\approx-\frac{2u_\infty(L)^2}{\sinh u_0}\approx-\frac{32\gamma^2e^{-2L/\lambda}}{\sinh u_0}. \tag{5}$$

For weak charging $\gamma\approx u_0/4$, and the relative error is $-2e^{-2L/\lambda}$. For strong charging $\gamma\to1$ while $\sinh u_0$ grows, so the surface potential becomes less sensitive to the cut. The error at the cut itself is $-\phi_\infty(L)$, which decays only as $e^{-L/\lambda}$. A good surface potential does not imply a good tail.

**Fixed surface potential.** Now the surface charge is in error. From $\sigma^2=2\varepsilon W(\phi_0)+\varepsilon^2E_L^2$,

$$\delta\sigma\approx\frac{\varepsilon^2E_L^2}{2\sigma}\approx\frac{2\varepsilon^2\phi_\infty(L)^2}{\lambda^2\sigma}.$$

The grounded plane draws extra charge onto the surface, with the same exponential rate.

## What the nonlinearity and the grid contribute

The cheaper condition $\phi'(L)=-\phi(L)/\lambda$ isolates the value of the nonlinear term. In the symmetric case let $C=(\lambda u')^2-4\sinh^2(u/2)$, which is constant through the mobile region. With $u_L=u(L)$, the linear condition gives

$$C=u_L^2-4\sinh^2\frac{u_L}{2}\approx-\frac{u_L^4}{12}.$$

At fixed surface slope, $4\sinh^2(u_0/2)+C$ is fixed. Its derivative with respect to $u_0$, apart from $C$, is $2\sinh u_0$, so

$$\delta u_0\approx-\frac{C}{2\sinh u_0}\approx\frac{u_L^4}{24\sinh u_0}. \tag{6}$$

This falls as $e^{-4L/\lambda}$. With frozen impurities, $W$ also has a cubic term $kT(m-p)u^3/6$, and the linear condition's error generally falls as $e^{-3L/\lambda}$.

The nonlinear condition has no continuum truncation error, but a discrete tail does not obey the continuum integral exactly. Let $\eta=h/\lambda$. The discrete linear tail is $u_i\propto e^{-\kappa i}$ with $2\sinh(\kappa/2)=\eta$, so $\eta^2=2\cosh\kappa-2$. The last half cell then requires an outgoing dimensionless slope

$$\frac{e^\kappa-1}{\eta}-\frac\eta2=\frac{\sinh\kappa}{\eta}=\cosh\frac\kappa2=\sqrt{1+\frac{\eta^2}{4}}$$

per unit $u_N$. Condition (1) supplies 1, which is too small by about $\eta^2/8$. This deficit acts like $C\approx-2u_L(\eta^2u_L/8)=-\eta^2u_L^2/4$, and therefore

$$\delta u_0\approx+\frac{\eta^2u_L^2}{8\sinh u_0}. \tag{7}$$

Comparison with (5) shows that, for small $u_L$, $\eta$ and $e^{-2L/\lambda}$, the remaining truncation error is $-(h/4\lambda)^2$ times that of the zero boundary. The ordinary grid error in the steep region near the surface is separate, and it remains even when the boundary at $L$ has no truncation error. In $\phi_0$ the positive error of the linear condition can offset part of a negative grid error, but that is a chance cancellation and not a gain in accuracy.

## Example: a charged NaCl surface at 800 K

The inputs are rough values for solid NaCl: relative permittivity 7, lattice constant $a=0.58$ nm, Schottky enthalpy 2.4 eV and Schottky entropy $9k$. The surface charge is chosen as $0.20\ \mu\mathrm{C/cm^2}$, positive, and is screened by cation vacancies. At $kT/e=68.94$ mV the vacancy site fraction is

$$\exp\left(-\frac{2.4}{2\times0.06894}+\frac92\right)=2.5\times10^{-6}.$$

Multiplication by the site density $4/a^3$ gives $n=5.1\times10^{16}\ \mathrm{cm^{-3}}$, and then $\lambda=16.2$ nm. The surface field is $\sigma/\varepsilon=0.323$ MV/cm. The dimensionless surface slope is $e\sigma\lambda/(\varepsilon kT)=7.58$, so $u_0=2\,\mathrm{arsinh}(7.58/2)=4.085$ and $\phi_0=281.6$ mV.

The finite-volume equations were solved with $h=\lambda/40=0.405$ nm. Truncation errors of $\phi_0$ are taken relative to a solution $18\lambda$ deep on the same grid; surface charge and spacing are held fixed. The entries belong to this grid. Halving $h$ changes the zero column by about 0.1% (to −62,550 µV at $0.5\lambda$) and divides the nonlinear column by four. It lowers the linear column by the same grid term (to 3.03 µV at $2\lambda$ and 0.0011 µV at $4\lambda$).

| $L/\lambda$ | zero (µV) | linear Robin (µV) | nonlinear Robin (µV) |
|---:|---:|---:|---:|
| 0.5 | −62,460 | 2,287 | 3.5 |
| 1 | −11,110 | 204 | 0.45 |
| 2 | −924 | 3.06 | 0.035 |
| 3 | −112 | 0.058 | 0.0043 |
| 4 | −14.8 | 0.0016 | 0.00058 |

At $L=4\lambda$, equation (5) gives

$$-\frac{32(0.7703)^2e^{-8}}{\sinh4.0846}\times68.94\ \mathrm{mV}=-14.8\ \mu\mathrm V .$$

The zero-boundary error can also be found without a grid or the small-tail approximation. One solves

$$\frac L\lambda=\int_0^{u_0}\frac{du}{\sqrt{4\sinh^2(u/2)+C}}$$

for $C$, with $u_0$ tied to $C$ by the fixed surface slope. Numerical quadrature and root finding give $-14.9\ \mu$V at $4\lambda$ and $-11.13$ mV at $\lambda$.

The linear condition is already good at $3\lambda$, where (6) accounts for $0.054\ \mu$V of its error. At one Debye length the nonlinear term matters: it reduces the error from 204 to $0.45\ \mu$V. Its own remainder at $4\lambda$ is $-3.89\times10^{-5}$ times the zero-boundary error, against $-3.91\times10^{-5}$ from the grid estimate.

To match the nonlinear condition's truncation error at $\lambda$, the zero boundary must lie at $5.75\lambda$, or 93 nm. On this uniform grid that means 230 cells instead of 40. A graded mesh would narrow the difference in cost.

With the nonlinear condition, the total numerical error is much larger than the truncation error. For a cut at $0.5\lambda$, $\phi_0$ differs from the closed form by $-0.254$ mV. Halving $h$ reduces this to $-0.064$ mV, as expected for a second-order scheme. The zero boundary's truncation error equals 0.254 mV in magnitude at $2.6\lambda$, or 42 nm. Beyond that depth, the grid error is the larger of the two.

## Where the condition fails

**Fixed charge beyond the cut.** Replace the sheet by a layer of thickness $w=24.3$ nm,

$$q(x)=\frac\sigma w\left[1+\cos\frac{\pi x}{w}\right],\quad x<w,$$

with the same total charge, and add 1 ppm of frozen impurities. The deep solution has $\phi_0=177.4$ mV. With the cut at 32.4 nm, outside the layer, the nonlinear Robin error is $0.05\ \mu$V and the zero-boundary error is $-1.27$ mV. With the cut at 12.1 nm, inside the layer, the Robin error becomes $-5.3$ mV. A fraction $1/2-1/\pi=0.18$ of the fixed charge has been left out. Defect formation energies that vary with depth beyond $L$ break the derivation in the same way.

**A wrong reference potential or no equilibrium.** Equation (1) needs $\phi=0$ in the neutral bulk. An arbitrary offset, such as the undetermined constant of a potential computed with periodic boundaries, must be removed first. A steady current, or a film thin enough for its two space charges to overlap, violates the assumed decay to an equilibrium bulk.

**Lateral structure.** In three dimensions, a small modulation with lateral wavevector $K$ obeys $\phi''=(K^2+\lambda^{-2})\phi$ in the linear part of the tail, where $|u|\ll1$; closer in, $\lambda^{-2}$ is replaced by the local screening, $\cosh u/\lambda^2$ for the symmetric law. It needs the slope $-\sqrt{K^2+\lambda^{-2}}\,\phi$, which a local use of (1) does not provide. The cut should lie where such modulations have died out. For surface charges on a square array with the mean spacing here, 8.95 nm, $K=2\pi/8.95=0.70\ \mathrm{nm^{-1}}$ and the decay length is about 1.4 nm.

## How far the NaCl numbers can be trusted

Microvolt truncation errors say nothing about the physical accuracy of $\phi_0$. Real NaCl can contain divalent impurities at the ppm level. At fixed $\sigma$, 1 ppm of free impurities lowers $\phi_0$ from 282 to 268 mV if they are mobile and to 270 mV if frozen. The Debye–Hückel correlation energy, $e^2/(8\pi\varepsilon\lambda)$, corresponds to 6 mV in the bulk. With the local screening length $\lambda/\sqrt{\cosh u_0}$ it is 35 mV at the surface, which is an estimate of size and not a correction. The surface charges are also farther apart than the Gouy–Chapman length $2\varepsilon kT/(e\sigma)=4.3$ nm, so a smooth sheet gives at best an approximate lateral average. Site filling is minor: the vacancy fraction at the surface is $1.5\times10^{-4}$. The rough inputs matter as much: at fixed $\sigma$, a Schottky enthalpy of 2.3 or 2.5 eV gives $\phi_0=234$ or 330 mV, an entropy of $10k$ gives 249 mV, and a permittivity of 5.9 gives 293 mV. The chosen surface charge is not a measured one, and a real surface may differ in both size and sign. For these inputs the mean-field potential is uncertain by tens of millivolts. A sub-millivolt numerical error is ample, and the practical gain from (1) is a shallower mesh.
